# Screening radius of silicon in Resta's Thomas-Fermi model: test program

```python
"""Screening radius in Resta's Thomas-Fermi model of silicon.

Result under test: sinh(q R)/(q R) = eps fixes the radius R at which the
linearized Thomas-Fermi potential of a point charge joins -Z/(eps r).
eps: static permittivity; q: screening wavevector (1/bohr); R: radius (bohr);
V: potential energy of an electron (hartree); Z: point charge (units of e);
w(r) = r [V(R) - V(r)] / Z, so w(0) = 1 and w(R) = 0;
kf, ef, n0: Fermi wavevector, Fermi energy and density of the valence gas.
Hartree atomic units are used unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
eps, q = 11.9, 1.10


def root_x(permittivity):
    """Positive root x = qR of the screening-radius condition."""
    return brentq(lambda x: np.sinh(x) / x - permittivity, 1e-3, 20.0,
                  xtol=1e-13)


x = root_x(eps)
R = x / q
kf = np.pi * q**2 / 4
ef = kf**2 / 2
n0 = kf**3 / (3 * np.pi**2)


# Direct integration from R inward, without the hyperbolic solution.
def integrate_inward(radius, source):
    start = [0.0, -1.0 / (eps * radius)]
    end = 1e-6
    sol = solve_ivp(lambda r, y: [y[1], source(r, y[0])], (radius, end),
                    start, method="DOP853", rtol=1e-10, atol=1e-12,
                    dense_output=True)
    assert sol.success
    value_at_origin = sol.y[0, -1] - end * sol.y[1, -1]
    return sol.sol, value_at_origin


def shooting_radius(source):
    return brentq(lambda rad: integrate_inward(rad, source)[1] - 1.0,
                  2.5, 4.4, xtol=1e-9)


def linear_source(wavevector):
    return lambda r, w: wavevector**2 * w


def nonlinear_source(charge):
    return lambda r, w: (4 * np.pi * n0 * r / charge
                         * ((1 + charge * w / (r * ef))**1.5 - 1))


R_shoot = shooting_radius(linear_source(q))
assert abs(R_shoot - R) < 1e-6


def w_closed(r):
    return np.sinh(q * (R - r)) / np.sinh(q * R)


def v_closed(r):
    return -w_closed(r) / r - 1 / (eps * R)


w_numeric, _ = integrate_inward(R_shoot, linear_source(q))
for r in np.linspace(0.2, 4.0, 9):
    v_numeric = -w_numeric(r)[0] / r - 1 / (eps * R_shoot)
    assert abs(v_numeric - v_closed(r)) < 1e-6

# Electrons gathered inside R, from the linearized density.
gathered = quad(lambda r: q**2 * r * w_closed(r), 0, R)[0]
assert abs(gathered - (1 - 1 / eps)) < 1e-9

# Response of the electron gas from its density as a function of energy.
def gas_density(mu):
    return (2 * mu)**1.5 / (3 * np.pi**2)


step = 1e-5
slope = (gas_density(ef + step) - gas_density(ef - step)) / (2 * step)
assert abs(4 * np.pi * slope - q**2) < 1e-7

# One positive root: the left side rises steadily from one.
grid = np.linspace(1e-2, 20, 4000)
left_side = np.sinh(grid) / grid
assert np.all(np.diff(left_side) > 0) and abs(left_side[0] - 1) < 1e-4

# Hand iteration and its rate of convergence.
iterates = [4.0]
for _ in range(25):
    iterates.append(float(np.arcsinh(eps * iterates[-1])))
assert abs(iterates[-1] - x) < 1e-10
rate = eps / np.sqrt(1 + (eps * x)**2)
seen_rate = (iterates[7] - x) / (iterates[6] - x)
assert abs(seen_rate - rate) < 1e-3
x_lambert = float(-lambertw(-1 / (2 * eps), -1).real)
assert abs(x_lambert - x) < 3e-4

# Sensitivity of R to the two data, against solving the equation again.
dR_deps = 1 / (q * eps * (1 / np.tanh(x) - 1 / x))
dR_dq = -R / q
fd_eps = (root_x(eps + 1e-3) - root_x(eps - 1e-3)) / (2e-3 * q)
assert abs(fd_eps - dR_deps) < 1e-6
dq = 1e-3
fd_q = (shooting_radius(linear_source(q + dq))
        - shooting_radius(linear_source(q - dq))) / (2 * dq)
assert abs(fd_q - dR_dq) < 1e-4

# Full Thomas-Fermi equation: weak-charge limit, then the donor charge.
R_weak = shooting_radius(nonlinear_source(1e-4))
assert abs(R_weak - R) < 1e-3
R_nonlinear = shooting_radius(nonlinear_source(1.0))
w_nonlinear, _ = integrate_inward(R_nonlinear, nonlinear_source(1.0))
r_fail = brentq(lambda r: w_closed(r) / r - ef, 0.05, 4.0)

# Local exchange: stiffness from the curvature of the energy density.
def kinetic(n):
    return 0.3 * (3 * np.pi**2)**(2 / 3) * n**(5 / 3)


def exchange(n):
    return -0.75 * (3 / np.pi)**(1 / 3) * n**(4 / 3)


def curvature(f):
    h = 1e-3 * n0
    return (f(n0 + h) - 2 * f(n0) + f(n0 - h)) / h**2


softening = 1 / (np.pi * kf)
assert abs(-curvature(exchange) / curvature(kinetic) - softening) < 1e-5

# Lindhard factor at k = q: integral over occupied states and closed form.
lindhard_integral = quad(
    lambda p: p * np.log(abs((2 * p + q) / (2 * p - q))), 0, kf,
    points=[q / 2], limit=200)[0] / (q * kf)
s = q / (2 * kf)
lindhard = 0.5 + (1 - s**2) / (4 * s) * np.log(abs((1 + s) / (1 - s)))
assert abs(lindhard - lindhard_integral) < 1e-6

R_exchange = x / (q * np.sqrt(1 / (1 - softening)))
R_lindhard = x / (q * np.sqrt(lindhard))
q_both = q * np.sqrt(lindhard / (1 - lindhard * softening))
R_both = x / q_both
assert abs(shooting_radius(linear_source(q_both)) - R_both) < 1e-6

# Rough crystal data: lattice constant, four valence electrons per atom.
lattice_nm = 0.543
n_crystal = 8 * 4 / (lattice_nm / BOHR_NM)**3
q_crystal = np.sqrt(4 * (3 * np.pi**2 * n_crystal)**(1 / 3) / np.pi)
assert abs(q_crystal / q - 1) < 0.01
bond_nm = np.sqrt(3) / 4 * lattice_nm
electrons_in_sphere = n0 * 4 * np.pi * R**3 / 3

# Temperature of use and mobile carriers (rough typical values).
eps_rise = 0.01
shift_hot_nm = (root_x(eps * (1 + eps_rise)) - x) / q * BOHR_NM
temperature, carriers_cm3, dos_mass = 300.0, 1e17, 1.1
kt = sc.k * temperature
carriers = carriers_cm3 * 1e6
debye_nm = 1e9 * np.sqrt(eps * sc.epsilon_0 * kt / (sc.e**2 * carriers))
de = 1e-4 * kt
dn_dmu = carriers * (np.exp(de / kt) - np.exp(-de / kt)) / (2 * de)
debye_response = 1e9 / np.sqrt(sc.e**2 * dn_dmu / (eps * sc.epsilon_0))
assert abs(debye_response / debye_nm - 1) < 1e-6
mass = dos_mass * sc.m_e
band_states = 2 * (mass * kt / (2 * np.pi * sc.hbar**2))**1.5
dos_prefactor = (2 * mass * kt)**1.5 / (2 * np.pi**2 * sc.hbar**3)
band_quad = dos_prefactor * quad(lambda t: 2 * t**2 * np.exp(-t**2),
                                 0, np.inf)[0]
assert abs(band_quad / band_states - 1) < 1e-8

print(f"permittivity eps = {eps:.1f}")
print(f"screening wavevector q = {q:.2f} 1/bohr")
for i in range(7):
    print(f"iterate {i}: x = {iterates[i]:.4f}")
print(f"error factor per iteration = {rate:.3f}")
print(f"root x = qR = {x:.5f}")
print(f"Lambert estimate of x = {x_lambert:.5f}")
print(f"sinh(x) at root = {np.sinh(x):.3f}")
print(f"screening radius R = {R:.4f} bohr")
print(f"screening radius R = {R * BOHR_NM:.4f} nm")
print(f"R by integrating the equation = {R_shoot:.4f} bohr")
print(f"left side at R = 4.30 bohr: {np.sinh(q * 4.3) / (q * 4.3):.3f}")
print(f"dR/d(eps) = {dR_deps:.4f} bohr")
print(f"dR/dq = {dR_dq:.3f} bohr^2")
print(f"R change for q + 0.005 1/bohr = {0.005 * dR_dq:.4f} bohr")
print(f"R change for eps + 0.05 = {0.05 * dR_deps:.4f} bohr")
print(f"electrons gathered inside R for Z=1 = {gathered:.4f}")
print(f"Fermi wavevector kf = {kf:.4f} 1/bohr")
print(f"Fermi energy = {ef * HARTREE_EV:.2f} eV")
print(f"rough lattice constant = {lattice_nm:.3f} nm")
print(f"q from lattice constant = {q_crystal:.3f} 1/bohr")
print("donor Z=1, electron potential energy in eV:")
for r_nm in (0.10, 0.15, 0.20):
    r = r_nm / BOHR_NM
    bare, bulk = -HARTREE_EV / r, -HARTREE_EV / (eps * r)
    model = v_closed(r) * HARTREE_EV
    full = (-w_nonlinear(r)[0] / r - 1 / (eps * R_nonlinear)) * HARTREE_EV
    print(f"r={r_nm:.2f} nm: bare {bare:.2f}, bulk {bulk:.3f}")
    print(f"   linear model {model:.3f}, nonlinear {full:.3f}")
print(f"R, nonlinear, Z=1 = {R_nonlinear * BOHR_NM:.4f} nm")
print(f"linear shift equals Fermi energy at {r_fail * BOHR_NM:.4f} nm")
print(f"exchange softening 1/(pi kf) = {softening:.3f}")
print(f"Lindhard factor at k=q = {lindhard:.3f}")
print(f"R with exchange only = {R_exchange * BOHR_NM:.3f} nm")
print(f"R with Lindhard factor only = {R_lindhard * BOHR_NM:.3f} nm")
print(f"R with both = {R_both * BOHR_NM:.3f} nm")
print(f"bond length = {bond_nm:.3f} nm")
print(f"valence electrons in sphere = {electrons_in_sphere:.1f}")
print(f"assumed eps rise on heating = {100 * eps_rise:.0f} %")
print(f"R change from that rise = {shift_hot_nm:.5f} nm")
print(f"temperature = {temperature:.0f} K")
print(f"carrier density = {carriers_cm3:.1e} cm^-3")
print(f"Debye length = {debye_nm:.1f} nm")
print(f"rough density-of-states mass = {dos_mass:.1f} m_e")
print(f"carriers / band density of states = {carriers / band_states:.4f}")
print("every check passed")
```

Printed output:

```
permittivity eps = 11.9
screening wavevector q = 1.10 1/bohr
iterate 0: x = 4.0000
iterate 1: x = 4.5561
iterate 2: x = 4.6862
iterate 3: x = 4.7144
iterate 4: x = 4.7204
iterate 5: x = 4.7217
iterate 6: x = 4.7219
error factor per iteration = 0.212
root x = qR = 4.72200
Lambert estimate of x = 4.72190
sinh(x) at root = 56.192
screening radius R = 4.2927 bohr
screening radius R = 0.2272 nm
R by integrating the equation = 4.2927 bohr
left side at R = 4.30 bohr: 11.975
dR/d(eps) = 0.0969 bohr
dR/dq = -3.902 bohr^2
R change for q + 0.005 1/bohr = -0.0195 bohr
R change for eps + 0.05 = 0.0048 bohr
electrons gathered inside R for Z=1 = 0.9160
Fermi wavevector kf = 0.9503 1/bohr
Fermi energy = 12.29 eV
rough lattice constant = 0.543 nm
q from lattice constant = 1.104 1/bohr
donor Z=1, electron potential energy in eV:
r=0.10 nm: bare -14.40, bulk -1.210
   linear model -2.325, nonlinear -2.044
r=0.15 nm: bare -9.60, bulk -0.807
   linear model -0.940, nonlinear -0.890
r=0.20 nm: bare -7.20, bulk -0.605
   linear model -0.609, nonlinear -0.606
R, nonlinear, Z=1 = 0.2154 nm
linear shift equals Fermi energy at 0.0455 nm
exchange softening 1/(pi kf) = 0.335
Lindhard factor at k=q = 0.880
R with exchange only = 0.185 nm
R with Lindhard factor only = 0.242 nm
R with both = 0.203 nm
bond length = 0.235 nm
valence electrons in sphere = 9.6
assumed eps rise on heating = 1 %
R change from that rise = 0.00061 nm
temperature = 300 K
carrier density = 1.0e+17 cm^-3
Debye length = 13.0 nm
rough density-of-states mass = 1.1 m_e
carriers / band density of states = 0.0035
every check passed
```
